# Mott Density from Thomas-Fermi Screening of a Hydrogenic Donor, part 2

Can a donor ion in a semiconductor still bind an electron when every donor has released its electron and the free electrons screen the ion? The density at which the bound state disappears is the critical density sought here.

The units are Gaussian, with electron charge $-e$. The host has dielectric constant $\kappa$ and $\nu$ equivalent valleys of isotropic mass $m$. The electron density $n$ equals the donor density, the temperature is zero, and the other ions form a uniform background. The donor Bohr radius is $a=\kappa\hbar^2/(me^2)$, and $\mathrm{Ry}=e^2/(2\kappa a)$. The chemical potential $\mu=\hbar^2k_F^2/2m$ is measured from the band edge far from the ion.

In linearized Thomas-Fermi theory, the potential $\phi$ added by one ion obeys

$$\nabla^2\phi=-\frac{4\pi e}{\kappa}\delta(\mathbf r)+q^2\phi,\qquad
q^2=\frac{4\pi e^2}{\kappa}\frac{dn}{d\mu}=\frac{4\nu k_F}{\pi a},$$

$$\frac{dn}{d\mu}=\frac{\nu mk_F}{\pi^2\hbar^2},\qquad
k_F=\left(\frac{3\pi^2n}{\nu}\right)^{1/3}.$$

The electron's potential energy is $-(e^2/\kappa r)e^{-qr}$. Its bound state is absent when $qa>s_c=1.1906$, or

$$n^{1/3}a>\frac{C}{\nu^{2/3}},\qquad C=0.360 .$$

A hydrogenic 1s trial function stops binding at $qa=1$, which replaces $C$ by 0.254, the usual Mott value of about 0.25, and lowers the density by a factor of 2.85. At fixed mass and valley number, the critical density varies as the sixth power of the critical $q$.

The closing table also lists checks on $s_c=2/\lambda_c$, where $\lambda_c$ is the critical value of $\lambda=2/(qa)$. With $y=qr$ and $v(y)=e^{-y}/y$, the lower bound uses the radial trial function $u=1-e^{-\beta y}$. The upper bound uses the squared trace $\iint K^2$ of the kernel $K=\sqrt{v(y)}\,\min(y,y')\sqrt{v(y')}$.

Thomas-Fermi theory treats the response as local, which requires $q/2k_F\ll1$. At threshold this ratio is $0.535\,\nu$: marginal for one valley, and 3.2 for six. The local description therefore fails for six valleys and must be replaced.

Q: What replaces it?

A: The linear response of free electrons at finite wave vector, known as Lindhard screening. Apply a potential energy $U e^{i\mathbf p\cdot\mathbf r}$ plus its complex conjugate. With $\varepsilon_k=\hbar^2k^2/2m$, first-order perturbation theory changes a plane wave $\mathbf k$ to

$$e^{i\mathbf k\cdot\mathbf r}\left[1+\frac{Ue^{i\mathbf p\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf p}}
+\frac{U^*e^{-i\mathbf p\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf p}}\right].$$

In the squared modulus, the terms in $e^{i\mathbf p\cdot\mathbf r}$ have coefficient $U$ times the sum of the two inverse denominators. Their contributions are equal after summing over $\mathbf k$ and $-\mathbf k$. With two spins and $\nu$ valleys,

$$\delta n_p=-\chi U,\qquad
\chi=4\nu\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{1}{\varepsilon_{\mathbf k+\mathbf p}-\varepsilon_{\mathbf k}},$$

taken as a principal value. The denominator is $\hbar^2(p^2+2kpc)/2m$, where $c$ is the cosine between $\mathbf k$ and $\mathbf p$. Integrating over $c$,

$$\chi=\frac{2m\nu}{\pi^2\hbar^2}\int_0^{k_F}k^2dk\int_{-1}^{1}\frac{dc}{p^2+2kpc}
=\frac{m\nu}{\pi^2\hbar^2p}\int_0^{k_F}k\ln\left|\frac{p+2k}{p-2k}\right|dk .$$

Divide by $dn/d\mu=\nu mk_F/(\pi^2\hbar^2)$ and set $k=k_Ft$, $p=2k_Fx$. The ratio of $\chi$ to its Thomas-Fermi value is

$$F(x)=\frac1{2x}\int_0^1t\ln\left|\frac{x+t}{x-t}\right|dt .$$

Integrate by parts, using $(t^2-x^2)/2$ as the antiderivative of $t$. The logarithm has derivative $2x/(x^2-t^2)$, so the remaining integral is $\int_0^1x\,dt=x$, and

$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .$$

In Poisson's equation $q^2$ becomes $q^2F(p/2k_F)$. The Fourier component of the attraction is

$$-V_p=\frac{4\pi e^2}{\kappa\,[p^2+q^2F(p/2k_F)]} .$$

Q: How do you know that this raises the critical density?

A: Expanding the logarithm gives

$$F=1-\sum_{j\ge1}\frac{x^{2j}}{4j^2-1}\quad(x<1),\qquad
F=\sum_{j\ge0}\frac{x^{-2j-2}}{(2j+1)(2j+3)}\quad(x>1).$$

The first form is at most 1. The second decreases with $x$ from its value $1/2$ at $x=1$. So $F\le1$, and the Lindhard attraction is at least as strong as the Thomas-Fermi one at every $p$.

In momentum space the kinetic energy depends only on $|\psi(\mathbf p)|^2$, while the attraction energy contains $\psi^*(\mathbf p)(-V_{|\mathbf p-\mathbf p'|})\psi(\mathbf p')$ with a positive kernel. The best $\psi(\mathbf p)$ can therefore be taken nonnegative, and a larger kernel lowers its energy. At the density where Thomas-Fermi screening removes the level, Lindhard screening still leaves one. The threshold remains unique, because $q^2F$ is proportional to the integral over $k$ up to $k_F$, whose integrand is positive. It grows with density at every $p$.

Q: By how much does the threshold move?

A: Solving the zero-energy equation in momentum space gives $n^{1/3}a=0.398$ for one valley and 0.269 for six. The Thomas-Fermi values are 0.360 and 0.109. In density the increase is 35% for one valley and a factor of 15 for six.

For $p\gg2k_F$ the leading term is $F\approx4k_F^2/(3p^2)$, so

$$q^2F\approx\frac{4\nu k_F}{\pi a}\frac{4k_F^2}{3p^2}
=\frac{16\nu k_F^3}{3\pi ap^2}=\frac{16\pi n}{ap^2},$$

where $\nu k_F^3=3\pi^2n$ was used. The valley number cancels, so in this limit the large density of states no longer helps. Six valleys at their Lindhard threshold are not fully in the limit: there $2k_Fa=0.92$, and important wave vectors are of order $1/a$. The formula shows why the dependence on $\nu$ weakens. Used alone at every $p$, it gives a threshold of 0.278, close to the value 0.269 from the full function $F$.

Q: Give me a material in which this matters.

A: Take n-type silicon with rough typical parameters: $\kappa=11.7$, six valleys, and transverse and longitudinal masses $m_t=0.19$ and $m_l=0.92$ free-electron masses. A valley's ellipsoid at given energy has a volume proportional to $\sqrt{m_t^2m_l}$. The single mass that reproduces its density of states is $m_d=(m_t^2m_l)^{1/3}=0.321$. This gives $a=1.926$ nm and a hydrogenic binding energy of about 32 meV. The Thomas-Fermi criterion yields

$$n_c=\left(\frac{0.1090}{1.926\ \mathrm{nm}}\right)^3
=1.81\times10^{-4}\ \mathrm{nm^{-3}}
=1.8\times10^{17}\ \mathrm{cm^{-3}},$$

or $1.8\times10^{23}\ \mathrm{m^{-3}}$.

The lengths expose the difficulty. The screening length is $1/q=1.62$ nm, while $1/k_F=10.4$ nm and the mean donor spacing $n^{-1/3}$ is 17.7 nm. The electrons are asked to form a cloud much smaller than their wavelengths permit. At $p=1/a$ one has $x=10.38/(2\times1.926)=2.69$, where $F\approx0.05$. The actual linear response there is about a twentieth of what Thomas-Fermi theory assumes. With Lindhard screening, and the isotropic mass $m_d$ kept for both binding and response, the critical density becomes $(0.2688/1.926\ \mathrm{nm})^3=2.7\times10^{18}\ \mathrm{cm^{-3}}$.

Q: If I ignore the valleys and use 0.25, I get a reasonable number at once.

A: With the same mass, one valley and the 1s limit, the result is $2.3\times10^{18}\ \mathrm{cm^{-3}}$. It rests on two substitutions that act in opposite directions. Setting $\nu=1$ raises the Thomas-Fermi density by $6^2=36$, and using the 1s limit lowers it by 2.85. Keeping six valleys with the 1s limit gives $6.4\times10^{16}\ \mathrm{cm^{-3}}$. The closeness of the one-valley number to the Lindhard result does not justify its assumptions.

Q: Silicon's mass is not isotropic either.

A: Thomas-Fermi screening depends only on $dn/d\mu$, so $m_d$ treats it correctly, but binding depends on the mass in each direction. Any spherical trial function has equal mean squares of the three momentum components. Its kinetic energy is therefore that of an isotropic mass

$$m_i=\frac{3}{2/m_t+1/m_l}=0.258 .$$

The isotropic ground state for $m_i$ is such a function, so binding persists at least up to $qa=1.1906\times0.258/0.321=0.96$, with $a$ still defined by $m_d$. A Gaussian-basis calculation with both masses puts the threshold at 1.136. At fixed screening mass this multiplies the Thomas-Fermi density by $(1.136/1.191)^6\approx0.75$, giving $1.4\times10^{17}\ \mathrm{cm^{-3}}$. The unscreened binding energy falls from about 32 to about 30 meV.

Q: And temperature? Devices do not work at absolute zero.

A: The Fermi energy at the Thomas-Fermi threshold is 1.1 meV, equivalent to 12.8 K, so room temperature is far outside the degenerate regime. Within Thomas-Fermi theory the relation between $q^2$ and $dn/d\mu$ still holds, with Fermi-Dirac occupation. If all donors are taken as ionized, the density needed to reach the same critical $q$ is $2.3\times10^{17}\ \mathrm{cm^{-3}}$ at 4.2 K and $7.0\times10^{18}\ \mathrm{cm^{-3}}$ at 300 K.

The second number can be estimated by hand. For a dilute gas $n\propto e^{\mu/k_BT}$, so $dn/d\mu=n/k_BT$. With $e^2/\kappa=2a\,\mathrm{Ry}$,

$$q^2=\frac{8\pi a\,\mathrm{Ry}\,n}{k_BT}
\quad\Longrightarrow\quad
n=\frac{s_c^2}{8\pi a^3}\frac{k_BT}{\mathrm{Ry}} .$$

At 300 K this gives about $6.4\times10^{18}\ \mathrm{cm^{-3}}$, 8% below the Fermi-Dirac result because the gas is not fully dilute. Both densities assume local screening. At 4.2 K the electron wavelengths are still much longer than the screening length, so the first number is as unreliable as the Thomas-Fermi value at zero temperature. At 300 K typical thermal wave numbers are comparable with $q$, so the objection is weaker, and the second number is a rough estimate of the density at which a level disappears in a warm gas. Neither locates the metal-insulator transition, which is defined as the temperature goes to zero.

Q: You also linearized the response. Is the donor potential small compared with the Fermi energy?

A: No. At the six-valley Thomas-Fermi threshold $e\phi$ exceeds the Fermi energy out to 5.0 nm, more than twice $a$. Linearization fails throughout the region that decides the binding. In the local theory $n\propto(\mu+e\phi)^{3/2}$, which bends upward, so a given attractive potential collects more electrons than the linear formula says. That correction alone strengthens local screening, whereas the finite wavelength of the electrons weakens it. For six valleys the correction is not small: the nonlinear local equation leaves no bound level at this threshold, at a density a hundred times lower, or even as the density goes to zero. It therefore yields no critical density. Its cloud includes states with energy below the distant band edge, which is the charge a bound electron would itself supply, so the missing level there is not screening by free carriers alone. The six-valley Thomas-Fermi density is therefore a result of the linearized theory only. I have not calculated the nonlinear response at finite wave vector.

Q: How does all this compare with real phosphorus-doped silicon?

A: The measured critical density is roughly $4\times10^{18}\ \mathrm{cm^{-3}}$. The six-valley Thomas-Fermi value is too low by a factor of about 22, and the Lindhard value by about 1.5. The masses and $\kappa$ are typical, but the model's binding energy of 32 meV is well below the real level, roughly 45 meV, which is deepened by the potential close to the ion core. A crude way to gauge this is to shrink the binding radius to $1.926\times31.95/45=1.37$ nm while holding the screening mass fixed. The Thomas-Fermi density then rises by $(1.926/1.367)^6\approx7.8$, to $1.4\times10^{18}\ \mathrm{cm^{-3}}$. Three corrections to the six-valley Thomas-Fermi model were made one at a time at zero temperature: Lindhard response, anisotropic mass and a deeper level. Of these, replacing the local response moves the result most, by the factor of 15. The separate factors should not be multiplied, since each was found with the other assumptions unchanged.

Q: With Lindhard screening within a factor of 1.5, would you call the mechanism established?

A: No. That factor belongs to a level of 32 meV. If the binding radius is shrunk to 1.37 nm as above, Lindhard screening gives about $1.1\times10^{19}\ \mathrm{cm^{-3}}$, almost three times the measured density. Disorder, exchange and correlation among the electrons, and the repulsion between two electrons on one donor are missing, and the linear response remains doubtful near the ion. The model also treats one donor in a uniform gas. It cannot describe hopping between donors, or an impurity band formed by their overlapping states, in which electrons may move before the isolated level has vanished. With the response described at the wavelengths that matter, the criterion gives an order-of-magnitude estimate, within linear screening, of the density at which free carriers remove a donor level. The numerical output that follows gives the values to more digits than the comparison with silicon warrants.

## Table of computed values

```
threshold lambda_c (dimensionless): 1.67981
threshold s_c = q a, radial equation: 1.19061
threshold q a, Gaussian basis: 1.19058
hand lower bound on s_c: 1.19021 at beta = 1.535
hand upper bound on s_c: 1.24305
squared trace, numerical: 0.38636
squared trace, 2 ln 2 - 1: 0.38629
exact energy at q a = 1: -0.0206 Ry
C from exact threshold: 0.3599
C from 1s trial function: 0.2539
density ratio exact/trial: 2.849
n^(1/3) a, Thomas-Fermi, 6 valleys: 0.1090
q/(2 kF) at threshold, 1 valley: 0.535
q/(2 kF) at threshold, 6 valleys: 3.208
n^(1/3) a, Lindhard, 1 valley: 0.3978
n^(1/3) a, Lindhard, 6 valleys: 0.2688
--- silicon, rough typical parameters ---
kappa: 11.7; valleys: 6
m_t, m_l (free electron masses): 0.19, 0.92
density-of-states mass: 0.3214 free electron masses
inverse-average mass: 0.2583 free electron masses
donor Bohr radius a: 1.926 nm
hydrogenic binding energy: 31.95 meV
critical density, Thomas-Fermi: 1.812e+17 cm^-3
same in SI: 1.812e+23 m^-3
donor spacing n^(-1/3): 17.67 nm
screening length 1/q: 1.618 nm
1/kF at threshold: 10.38 nm
Fermi energy at threshold: 1.100 meV
Fermi temperature at threshold: 12.8 K
critical density, 1s trial: 6.360e+16 cm^-3
one valley, exact threshold: 6.522e+18 cm^-3
one valley, 1s trial: 2.290e+18 cm^-3
--- neglected effects, one at a time ---
Lindhard, 6 valleys: 2.719e+18 cm^-3
Lindhard/Thomas-Fermi density ratio: 15.01
anisotropic threshold q a: 1.1361
anisotropic binding energy: 29.65 meV
anisotropic mass: 1.368e+17 cm^-3
anisotropic/isotropic density ratio: 0.755
temperature 4.2 K: 2.322e+17 cm^-3
temperature 300 K: 6.955e+18 cm^-3
rough donor level used for central cell: 45 meV
rescaled binding radius: 1.367 nm
central-cell estimate: 1.415e+18 cm^-3
potential exceeds Fermi energy within: 5.02 nm
rough measured scale, Si:P: 4e+18 cm^-3
rough measured/Thomas-Fermi: 22
rough measured/Lindhard: 1.5
```
